# Dividing a Potential Between Two Diffuse Layers at a Liquid–Liquid Interface: a numerical check

```python
"""
Verwey-Niessen model: two back-to-back diffuse layers at a liquid-liquid plane.
Result under test: the potential delta = phi(water bulk) - phi(organic bulk)
divides as
  V_water = VT*ln[(1 + lam*exp(v/2)) / (1 + lam*exp(-v/2))],
  V_organic = delta - V_water,
with VT = kT/e, v = delta/VT, lam = sqrt(eps_o*c_o/(eps_w*c_w)),
eps = permittivity and c = bulk concentration of a 1:1 salt in each phase.
The independent road is a finite-volume solution of the Poisson-Boltzmann
equation across both phases. SI units inside; mol/m^3 equals mM.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

T = 298.15
KT = const.k * T
VT = KT / const.e
FARADAY = const.e * const.N_A
EPS_REL_W, EPS_REL_O = 78.0, 10.0          # rough typical values
EPS_W, EPS_O = EPS_REL_W * const.epsilon_0, EPS_REL_O * const.epsilon_0
C_W, C_O = 10.0, 1.0                       # mM
R_W, R_O = 0.35e-9, 0.45e-9                # rough ion radii, m
DELTA = 0.150                              # V


def debye_length(eps, c):
    return np.sqrt(eps * VT / (2 * FARADAY * c))


def bjerrum_length(eps):
    return const.e**2 / (4 * np.pi * eps * KT)


def charge_scale(eps, c):
    return np.sqrt(8 * eps * const.R * T * c)


def lam_of(c_w, c_o):
    return np.sqrt(EPS_O * c_o / (EPS_W * c_w))


def split(v, lam):
    """Closed-form drops in water and organic phase, in units of VT."""
    v_w = np.log((1 + lam * np.exp(v / 2)) / (1 + lam * np.exp(-v / 2)))
    return v_w, v - v_w


def charge_formula(v, c_w, c_o):
    lam = lam_of(c_w, c_o)
    root = np.sqrt(1 + lam**2 + 2 * lam * np.cosh(v / 2))
    return charge_scale(EPS_W, c_w) * lam * np.sinh(v / 2) / root


def capacitances(v, c_w, c_o):
    """Water layer, organic layer, and their series combination."""
    v_w, v_o = split(v, lam_of(c_w, c_o))
    cap_w = charge_scale(EPS_W, c_w) / (2 * VT) * np.cosh(v_w / 2)
    cap_o = charge_scale(EPS_O, c_o) / (2 * VT) * np.cosh(v_o / 2)
    return cap_w, cap_o, cap_w * cap_o / (cap_w + cap_o)


def capacitance_closed(v, c_w, c_o):
    lam, ch = lam_of(c_w, c_o), np.cosh(v / 2)
    shape = (lam + ch) * (1 + lam * ch) / (1 + lam**2 + 2 * lam * ch)**1.5
    return charge_scale(EPS_W, c_w) * lam / (2 * VT) * shape


def half_grid(gap, length):
    """Distances from the plane, fine near it; gap is an ion-free layer."""
    t = np.linspace(0, 1, 1501)
    outer = gap + 25 * length * np.expm1(7 * t) / np.expm1(7)
    if gap > 0:
        return np.concatenate([np.linspace(0, gap, 41)[:-1], outer])
    return outer


def image_energy(z, in_water):
    """Approximate screened image energy of an ion at distance z, in kT."""
    contrast = (EPS_W - EPS_O) / (EPS_W + EPS_O)
    w = contrast * bjerrum_length(EPS_W) / (4 * z)
    w = w * np.exp(-2 * z / debye_length(EPS_W, C_W))
    o = -contrast * bjerrum_length(EPS_O) / (4 * z)
    o = o * np.exp(-2 * z / debye_length(EPS_O, C_O))
    return np.where(in_water, w, o)


def solve_pb(v, c_w, c_o, gap_w=0.0, gap_o=0.0, image=False):
    """Newton solution; returns v_w, v_o, charge in water, charge in organic."""
    grid_w = half_grid(gap_w, debye_length(EPS_W, c_w))
    grid_o = half_grid(gap_o, debye_length(EPS_O, c_o))
    x = np.concatenate([-grid_o[::-1], grid_w[1:]])
    plane = len(grid_o) - 1
    h, mid = np.diff(x), (x[1:] + x[:-1]) / 2
    water = mid > 0
    open_to_ions = np.where(water, mid > gap_w, mid < -gap_o)
    weight = FARADAY * np.where(water, c_w, c_o) * h * open_to_ions
    if image:
        weight = weight * np.exp(
            -np.where(open_to_ions, image_energy(np.abs(mid), water), 0.0))
    bulk = np.where(water, v, 0.0)
    g = np.where(water, EPS_W, EPS_O) * VT / h
    phi = np.where(x > 0, v, 0.0)
    phi[plane] = v / 2
    for _ in range(100):
        inner = phi[1:-1]
        left, right = inner - bulk[:-1], inner - bulk[1:]
        res = (g[1:] * (phi[2:] - inner) - g[:-1] * (inner - phi[:-2])
               - weight[:-1] * np.sinh(left) - weight[1:] * np.sinh(right))
        band = np.zeros((3, len(inner)))
        band[0, 1:] = g[1:-1]
        band[1] = (-g[1:] - g[:-1] - weight[:-1] * np.cosh(left)
                   - weight[1:] * np.cosh(right))
        band[2, :-1] = g[1:-1]
        step = solve_banded((1, 1), band, -res)
        size = np.max(np.abs(step))
        phi[1:-1] += step * min(1.0, 2.0 / max(size, 1e-300))
        if size < 1e-8:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    cell = -weight * (np.sinh(phi[:-1] - bulk) + np.sinh(phi[1:] - bulk))
    return v - phi[plane], phi[plane], cell[water].sum(), cell[~water].sum()


# Closed forms against the two-phase numerical solution
worst_drop = worst_charge = worst_cap = 0.0
for c_w, c_o in [(10.0, 1.0), (10.0, 10.0), (1.0, 50.0)]:
    for delta in (-0.2, 0.02, 0.15, 0.3):
        v = delta / VT
        n_w, n_o, q_w, q_o = solve_pb(v, c_w, c_o)
        f_w, f_o = split(v, lam_of(c_w, c_o))
        q_f = charge_formula(v, c_w, c_o)
        worst_drop = max(worst_drop, abs(n_w - f_w), abs(n_o - f_o))
        worst_charge = max(worst_charge, abs(q_w / q_f - 1),
                           abs(q_o / q_f + 1))
    for delta in (0.0, 0.15):
        v, dv = delta / VT, 0.02
        slope = (solve_pb(v + dv, c_w, c_o)[2]
                 - solve_pb(v - dv, c_w, c_o)[2]) / (2 * dv * VT)
        for cap in (capacitances(v, c_w, c_o)[2],
                    capacitance_closed(v, c_w, c_o)):
            worst_cap = max(worst_cap, abs(slope / cap - 1))
assert worst_drop < 1e-3
assert worst_charge < 1e-3
assert worst_cap < 1e-3


# Limits and monotonic share from numerical roots of the charge balance
def balance_root(v, lam):
    return brentq(lambda y: np.sinh(y / 2) - lam * np.sinh((v - y) / 2),
                  0, v, xtol=1e-14, rtol=1e-14)


lam = lam_of(C_W, C_O)
assert abs(balance_root(1e-3, lam) / 1e-3 - lam / (1 + lam)) < 1e-6
assert abs(balance_root(40.0, lam) - (20.0 + np.log(lam))) < 1e-6
v_scan = np.linspace(0.1, 40, 200)
share_scan = np.array([balance_root(y, lam) / y for y in v_scan])
assert np.all(np.diff(share_scan) > 0) and share_scan[-1] < 0.5
q_scan = np.array([charge_scale(EPS_W, C_W) * np.sinh(balance_root(y, lam) / 2)
                   for y in v_scan])
assert np.all(np.diff(q_scan, 2) > 0)      # capacitance grows away from zero

# Worked example
v = DELTA / VT
v_w, v_o = split(v, lam)
q = charge_formula(v, C_W, C_O)
cap_w, cap_o, cap = capacitances(v, C_W, C_O)
l_w, l_o = bjerrum_length(EPS_W), bjerrum_length(EPS_O)

# Ion-free layers: extended charge balance, checked by the solver
a_w, a_o = charge_scale(EPS_W, C_W), charge_scale(EPS_O, C_O)
q_gap = brentq(lambda s: 2 * VT * (np.arcsinh(s / a_w) + np.arcsinh(s / a_o))
               + s * (R_W / EPS_W + R_O / EPS_O) - DELTA, 0, q, xtol=1e-14)
gap_w = 2 * VT * np.arcsinh(q_gap / a_w) + q_gap * R_W / EPS_W
gap_num = solve_pb(v, C_W, C_O, R_W, R_O)
assert abs(gap_num[0] * VT - gap_w) < 5e-5
assert abs(gap_num[2] / q_gap - 1) < 1e-3
img = solve_pb(v, C_W, C_O, R_W, R_O, image=True)

# Ion pairing in the organic phase: contact-pair association constant
contact = 2 * R_O
k_pair = 4 * np.pi / 3 * const.N_A * contact**3 * np.exp(l_o / contact)
kc = k_pair * C_O
free = (-1 + np.sqrt(1 + 4 * kc)) / (2 * kc)
assert abs((1 - free) / (free**2 * C_O) / k_pair - 1) < 1e-9
pair_w, pair_o = split(v, lam_of(C_W, free * C_O))
q_pair = charge_formula(v, C_W, free * C_O)

# Other neglected effects (rough inputs)
coupling = 2 * np.pi * l_o**2 * q / const.e
c_contact_w, c_contact_o = C_W * np.exp(v_w), C_O * np.exp(v_o)
filling = c_contact_o * const.N_A * contact**3
dipole = 2.0 * 1e-21 / const.c             # 2 debye in C m
cavity = 3 * EPS_REL_O / (2 * EPS_REL_O + 1)
x_dip = dipole * cavity * (q / EPS_O) / KT
saturation = 1 - 3 * (1 / np.tanh(x_dip) - 1 / x_dip) / x_dip
tension, cutoff = 0.03, 0.5e-9
rough = np.sqrt(KT / (2 * np.pi * tension)
                * np.log(debye_length(EPS_O, C_O) / cutoff))
transfer = 0.5
leak = C_W * np.exp(-(transfer - DELTA) / VT) / C_O

MC = 100.0                                 # C/m^2 to uC/cm^2, F/m^2 to uF/cm^2
print(f"Temperature {T:.2f} K, kT/e = {VT*1e3:.3f} mV")
print(f"Relative permittivity: water {EPS_REL_W:.0f}, organic {EPS_REL_O:.0f}")
print(f"Salt: water {C_W:.0f} mM, organic {C_O:.0f} mM")
print(f"Applied delta = {DELTA*1e3:.0f} mV, v = {v:.4f}")
print(f"Debye length: water {debye_length(EPS_W, C_W)*1e9:.3f} nm, "
      f"organic {debye_length(EPS_O, C_O)*1e9:.3f} nm")
print(f"Charge scale A: water {a_w*MC:.4f}, organic {a_o*MC:.4f} uC/cm2")
print(f"lambda = {lam:.5f}, VT ln(lambda) = {VT*np.log(lam)*1e3:.2f} mV")
print(f"exp(v/2) = {np.exp(v/2):.4f}, exp(-v/2) = {np.exp(-v/2):.5f}")
print(f"sinh(v/2) = {np.sinh(v/2):.4f}, cosh(v/2) = {np.cosh(v/2):.4f}")
print(f"Drop in water {v_w*VT*1e3:.2f} mV, organic {v_o*VT*1e3:.2f} mV")
print(f"Water share {v_w/v*100:.2f} %")
print(f"Linear split: water {lam/(1+lam)*DELTA*1e3:.2f} mV, "
      f"share {lam/(1+lam)*100:.2f} %")
print(f"Large-delta formula: water {(v/2+np.log(lam))*VT*1e3:.2f} mV")
print(f"lambda*exp(v/2) = 1 at delta = {-2*VT*np.log(lam)*1e3:.1f} mV")
print(f"Organic salt for an even split {C_W*EPS_W/EPS_O:.1f} mM")
print(f"Charge in water layer {q*MC:.4f} uC/cm2")
print(f"Field at plane: water {q/EPS_W*1e-8:.4f}, "
      f"organic {q/EPS_O*1e-8:.4f} MV/cm")
print(f"Capacitance: water {cap_w*MC:.3f}, organic {cap_o*MC:.3f}, "
      f"series {cap*MC:.3f} uF/cm2")
print("delta mV | water mV | organic mV | share % | uC/cm2 | uF/cm2")
for mv in (10, 50, 100, 150, 200, 300):
    y = mv * 1e-3 / VT
    y_w, y_o = split(y, lam)
    print(f"{mv:4d} | {y_w*VT*1e3:.2f} | {y_o*VT*1e3:.2f} | {y_w/y*100:.2f}"
          f" | {charge_formula(y, C_W, C_O)*MC:.4f}"
          f" | {capacitances(y, C_W, C_O)[2]*MC:.3f}")
print(f"Largest error vs numerical solution: drop {worst_drop*VT*1e3:.1e} mV, "
      f"charge {worst_charge:.1e}, capacitance {worst_cap:.1e} (relative)")
print("Neglected effects at the example's delta:")
print(f"Ion radii used: water {R_W*1e9:.2f} nm, organic {R_O*1e9:.2f} nm")
print(f"Ion-free layers: water side {gap_w*1e3:.2f} mV, organic side "
      f"{(DELTA-gap_w)*1e3:.2f} mV, charge {q_gap*MC:.4f} uC/cm2")
print(f"  of which across organic ion-free layer {q_gap*R_O/EPS_O*1e3:.2f} mV")
print(f"Image energy at contact: water {float(image_energy(R_W, True)):.2f} kT,"
      f" organic {float(image_energy(R_O, False)):.2f} kT")
print(f"Ion-free layers + images: water side {img[0]*VT*1e3:.2f} mV, organic "
      f"side {img[1]*VT*1e3:.2f} mV, charge {img[2]*MC:.4f} uC/cm2")
print(f"Pairing constant {k_pair*1e3:.0f} L/mol, free fraction {free:.3f}")
print(f"With pairing: water {pair_w*VT*1e3:.2f} mV, organic "
      f"{pair_o*VT*1e3:.2f} mV, charge {q_pair*MC:.4f} uC/cm2")
print(f"Bjerrum length: water {l_w*1e9:.3f} nm, organic {l_o*1e9:.3f} nm")
print(f"Coupling parameter, organic side {coupling:.2f} (mean field: << 1)")
print(f"Contact counter-ions: water {c_contact_w:.1f} mM, "
      f"organic {c_contact_o:.1f} mM")
print(f"Organic contact filling of cubes of ion diameter {filling*100:.1f} %")
print(f"Dipole (2 D) energy/kT in organic field {x_dip:.3f}, "
      f"loss of orientation response {saturation*100:.2f} %")
print(f"Capillary roughness {rough*1e9:.2f} nm "
      f"(tension {tension*1e3:.0f} mN/m, cutoff {cutoff*1e9:.1f} nm)")
print(f"Cation transfer cost {transfer:.1f} eV: leaked/organic salt {leak:.1e}")
print("all tests passed")
```

Running it gives:

```
Temperature 298.15 K, kT/e = 25.693 mV
Relative permittivity: water 78, organic 10
Salt: water 10 mM, organic 1 mM
Applied delta = 150 mV, v = 5.8383
Debye length: water 3.032 nm, organic 3.433 nm
Charge scale A: water 1.1703, organic 0.1325 uC/cm2
lambda = 0.11323, VT ln(lambda) = -55.97 mV
exp(v/2) = 18.5252, exp(-v/2) = 0.05398
sinh(v/2) = 9.2356, cosh(v/2) = 9.2896
Drop in water 28.89 mV, organic 121.11 mV
Water share 19.26 %
Linear split: water 15.26 mV, share 10.17 %
Large-delta formula: water 19.03 mV
lambda*exp(v/2) = 1 at delta = 111.9 mV
Organic salt for an even split 78.0 mM
Charge in water layer 0.6932 uC/cm2
Field at plane: water 0.1004, organic 0.7830 MV/cm
Capacitance: water 26.471, organic 13.735, series 9.043 uF/cm2
delta mV | water mV | organic mV | share % | uC/cm2 | uF/cm2
  10 | 1.02 | 8.98 | 10.22 | 0.0233 | 2.348
  50 | 5.66 | 44.34 | 11.31 | 0.1291 | 3.111
 100 | 14.59 | 85.41 | 14.59 | 0.3367 | 5.428
 150 | 28.89 | 121.11 | 19.26 | 0.6932 | 9.043
 200 | 48.23 | 151.77 | 24.11 | 1.2670 | 14.259
 300 | 94.68 | 205.32 | 31.56 | 3.6009 | 35.931
Largest error vs numerical solution: drop 8.6e-05 mV, charge 3.5e-06, capacitance 1.4e-05 (relative)
Neglected effects at the example's delta:
Ion radii used: water 0.35 nm, organic 0.45 nm
Ion-free layers: water side 22.94 mV, organic side 127.06 mV, charge 0.4797 uC/cm2
  of which across organic ion-free layer 24.38 mV
Image energy at contact: water 0.31 kT, organic -1.85 kT
Ion-free layers + images: water side 29.70 mV, organic side 120.30 mV, charge 0.6111 uC/cm2
Pairing constant 931 L/mol, free fraction 0.630
With pairing: water 25.06 mV, organic 124.94 mV, charge 0.5937 uC/cm2
Bjerrum length: water 0.719 nm, organic 5.605 nm
Coupling parameter, organic side 8.54 (mean field: << 1)
Contact counter-ions: water 30.8 mM, organic 111.5 mM
Organic contact filling of cubes of ion diameter 4.9 %
Dipole (2 D) energy/kT in organic field 0.181, loss of orientation response 0.22 %
Capillary roughness 0.21 nm (tension 30 mN/m, cutoff 0.5 nm)
Cation transfer cost 0.5 eV: leaked/organic salt 1.2e-05
all tests passed
```
